The density parameter r_s of heavily doped n-type silicon

**Problem**

Silicon is doped with donors until it holds n = 1×10²⁰ conduction electrons per cubic centimetre. Take the effective mass 0.32 (in units of the free-electron mass m_e) and the static dielectric constant κ = 11.7. Compute the density parameter r_s of the electron gas, and say what it tells about the strength of the interaction between the electrons.

The density parameter is a ratio of two lengths,

r_s = r₀/a*.

Here r₀ is the radius of a sphere that holds one electron on average, and a* is the effective Bohr radius, the size of the ground state of one electron bound to one positive charge in a hydrogen-like model of the crystal, with one isotropic mass and a dielectric constant that holds at all distances. Real donors in silicon bind more tightly than this model predicts (about 45 meV for phosphorus), so a* serves here as a unit of length, not as the true size of a donor.

The conduction band of silicon has six equivalent minima, called valleys, at different places in k-space. The density n counts the electrons of all six valleys and both spins. The given 0.32 is the density-of-states mass of one valley.

**A tempting solution**

First the sphere. One centimetre is 10⁷ nm, so 1 cm³ is 10²¹ nm³ and n = 0.100 nm⁻³. One electron per sphere means

n (4π/3) r₀³ = 1,

r₀ = (3/(4πn))^(1/3) = (2.387 nm³)^(1/3) = 1.3365 nm.

Next the mass. The number of states below a given energy in one parabolic valley is proportional to m^(3/2). Six valleys give six times as many states, so one replaces them by a single valley of mass m_all, chosen to hold the same number:

m_all^(3/2) = 6 m^(3/2),

m_all = 6^(2/3) × 0.32 = 1.057.

The Bohr radius of hydrogen, a₀ = 0.0529 nm, is stretched by κ and shrunk by the mass:

a = 0.0529 nm × 11.7/1.057 = 0.586 nm,

r_s = 1.3365/0.586 = 2.28.

**Where it goes wrong**

The sphere is right, and m_all is a correct mass for counting states. The fault is its use in the Bohr radius. To see which mass belongs there, derive that radius.

An electron of mass M = m m_e at distance r from a unit positive charge has the potential energy −C/r, with

C = e²/(4πε₀κ).

For a spherically symmetric state ψ(r) the Schrödinger equation is

−(ħ²/2M)(ψ″ + 2ψ′/r) − (C/r)ψ = Eψ.

Try ψ = exp(−r/a). Then ψ′ = −ψ/a and ψ″ = ψ/a². Dividing by ψ leaves

−ħ²/(2Ma²) + ħ²/(Mar) − C/r = E.

The right side does not depend on r, so the two terms in 1/r must cancel. This fixes the radius, and the remaining constant is the energy:

a* = ħ²/(MC) = (κ/m) 4πε₀ħ²/(m_e e²) = a₀κ/m,

E = −ħ²/(2Ma*²) = −C/(2a*) ≡ −Ry*.

The mass M entered through the kinetic energy of one electron. It measures how much energy it costs to confine that electron. The existence of five other valleys offers more states to fill, but it does not make an electron in any one of them heavier. The mass in a* is therefore the one-valley mass.

A check of the Fermi energy would not have revealed the fault. A single valley of mass 6^(2/3)M filled with all the electrons has

E_F = ħ²(3π²n)^(2/3)/(2 × 6^(2/3) M) = ħ²(3π²n/6)^(2/3)/(2M),

and the last form is the Fermi energy of six valleys of mass M, each with a sixth of the electrons. The replacement preserves the density of states and everything that follows from it alone. The Bohr radius is not one of these quantities.

**The right value**

With the one-valley mass,

a* = 0.052918 nm × 11.7/0.32 = 1.935 nm,

r_s = 1.3365/1.935 = 0.691.

So r_s ≈ 0.69, smaller than the first answer by the factor 6^(2/3) ≈ 3.3. Written out in full,

r_s = (m/(κa₀)) (3/(4πn))^(1/3).

It falls as n^(−1/3), so eight times the density halves it. It equals 1 when r₀ = a*, that is at

n = 3/(4πa*³) = 3.3×10¹⁹ cm⁻³.

The host crystal matters greatly here. In units of the ordinary Bohr radius, the same spacing is r₀/a₀ = 25.3, which would describe a very dilute gas in vacuum. The factor κ/m ≈ 37 turns it into a dense one.

**What r_s measures**

Measure all lengths in units of r₀. The kinetic energy then carries the prefactor ħ²/(2Mr₀²) and the repulsion the prefactor C/r₀. The results for a* and Ry* give ħ²/(2M) = Ry* a*² and C = 2Ry* a*, so

ħ²/(2Mr₀²) = Ry*/r_s²,

C/r₀ = 2Ry*/r_s.

The second divided by the first is 2r_s. For a fixed number of valleys, a small r_s therefore means that kinetic energy dominates. A dense gas is the weakly interacting one, because squeezing raises the kinetic energy as 1/r₀² and the repulsion as 1/r₀.

The valley number g is not contained in r_s, yet it affects both energies. To find out how, take zero temperature, parabolic isotropic valleys, and a uniform positive background that neutralizes the electrons.

*Kinetic energy.* Each valley is filled up to the wavevector k_F, measured from its minimum. There are 1/(2π)³ states per unit volume of k-space and of crystal, for each spin and valley:

n = 2g (4π/3)k_F³/(2π)³ = g k_F³/(3π²).

Insert n = 3/(4πr₀³):

k_F³ = 3π²n/g = 9π/(4g r₀³),

k_F = (9π/(4g))^(1/3)/r₀.

The mean of k² over the filled sphere is ∫k⁴dk/∫k²dk = (k_F⁵/5)/(k_F³/3) = (3/5)k_F². The kinetic energy per electron is then

ε_kin = (3/5) Ry* a*² k_F² = 2.21 Ry*/(r_s² g^(2/3)),

where 2.21 stands for (3/5)(9π/4)^(2/3).

*Exchange energy.* The average repulsion of a uniform charge is cancelled by the background. What remains at first order in the interaction is exchange: electrons of the same spin and valley avoid one another because their wavefunction is antisymmetric. Exchange between different valleys is neglected, because it involves the Coulomb interaction at the large wavevectors that separate the valleys, where it is weak.

For one spin and one valley, the density is ρ₀ = n/(2g) = k_F³/(6π²). The one-particle density matrix at separation r is the sum of plane waves over the filled sphere. With x = k_F r,

ρ(r) = (1/(2π²r)) ∫₀^{k_F} k sin(kr) dk = (sin x − x cos x)/(2π²r³) = 3ρ₀ j₁(x)/x,

where j₁(x) = (sin x − x cos x)/x². In a Slater determinant, the density of pairs at separation r is ρ₀² − ρ(r)². Around a given electron the density of its own kind is thus lowered by ρ(r)²/ρ₀. The missing repulsion, with a factor ½ because each pair is shared by two electrons, is

ε_x = −½ ∫ (C/r)(ρ²/ρ₀) 4πr² dr = −(18πCρ₀/k_F²) ∫₀^∞ (j₁²/x) dx.

For the last integral let j₀ = sin x/x. Differentiation gives j₀′ = −j₁ and j₁′ = j₀ − 2j₁/x, so

(j₀² + j₁²)′ = −2j₀j₁ + 2j₁j₀ − 4j₁²/x = −4j₁²/x.

Since j₀² + j₁² falls from 1 at x = 0 to 0 at infinity, the integral is 1/4. With ρ₀ = k_F³/(6π²),

ε_x = −(9π/2)Cρ₀/k_F² = −3Ck_F/(4π).

Inserting C = 2Ry* a* and k_F gives

ε_x = −0.916 Ry*/(r_s g^(1/3)),

where 0.916 stands for (3/(2π))(9π/4)^(1/3).

*The ratio.* Dividing the magnitudes,

|ε_x|/ε_kin = 0.415 r_s g^(1/3).

At fixed r_s, more valleys reduce the size of both energies, but the kinetic energy falls faster. The interaction becomes relatively more important.

**The energies in numbers**

The Coulomb constant is C = 123.07 meV nm, so

Ry* = C/(2a*) = 123.07/(2 × 1.9348) meV = 31.8 meV.

For six valleys, k_F = 0.790 nm⁻¹ and E_F = Ry* a*² k_F² = 74.4 meV. Keep n, m and κ fixed, and compare this gas with a hypothetical one that has a single valley:

- One valley: ε_kin = 147.3 meV, ε_x = −42.2 meV, ratio 0.286.
- Six valleys: ε_kin = 44.6 meV, ε_x = −23.2 meV, ratio 0.521.

Both gases have r_s = 0.691. The ratio differs by 6^(1/3) = 1.82. The answer to the second part of the problem is thus that, at absolute zero, kinetic energy is the larger, but exchange amounts to about half of it. Correlation, the part of the total energy beyond first order in the interaction, is left out of these numbers. For six valleys it is not small: an estimate in the random-phase approximation gives about −13 meV, more than half of exchange, so that exchange and correlation together come to about 0.8 of ε_kin. The ratio 0.521 describes only the first-order part of the interaction, and although r_s is below 1 this gas is not weakly interacting.

The wrong solution fails here too. Its single heavy valley has the right kinetic energy, 44.6 meV, because the density of states is preserved. Its exchange energy is −42.2 meV, since −3Ck_F/(4π) contains no mass and k_F is that of one valley. The ratio would be 42.2/44.6 = 0.95, nearly twice the value for six valleys.

**The low-density limit**

The formula for r_s gives a number at any density, but at low density and low temperature the electrons are bound to their donors and form no gas. The Mott rule places the change near n^(1/3)a* = 0.26, a rough value. With the present a* this is

n ≈ (0.26/1.935 nm)³ ≈ 2.4×10¹⁸ cm⁻³.

Since r_s is inversely proportional to n^(1/3)a*, which is 0.898 at 10²⁰ cm⁻³, the value there is r_s ≈ 0.691 × 0.898/0.26 ≈ 2.4. The wrong answer 2.28 would thus have placed this heavily doped crystal close to the edge of binding. In fact its density is about forty times the estimated threshold. The measured threshold of phosphorus-doped silicon is somewhat higher, near 3.7×10¹⁸ cm⁻³, where r_s ≈ 2.1; the present density is about 27 times that.

**Real silicon at this doping**

A density of 10²⁰ cm⁻³ is of the order found in the heavily doped contact regions of silicon transistors. There n must be the density of free electrons, not of dopant atoms. If 10²⁰ cm⁻³ were instead the density of donors and half of them were inactive, r_s would rise by the factor 2^(1/3), to about 0.87. Several other assumptions are examined below. Replacing the uniform background by separate donors does not move r_s, which is defined by the mean density, but it adds a potential energy that varies from place to place.

*Random donors.* Let U be a slowly varying potential energy of the electrons. It changes their density by δn = −(dn/dE_F)U. Because n ∝ E_F^(3/2), dn/dE_F = 3n/(2E_F). The added electrons repel others, which contributes −4πCδn to ∇²U. Away from the ion this gives

∇²U = U/λ², with 1/λ² = 4πC × 3n/(2E_F).

The solution around one donor is U = −(C/r)exp(−r/λ), with λ = 0.566 nm. For donors placed independently at random, the number in a small volume dV has the variance n dV, and the variances of all volumes add:

⟨δU²⟩ = n ∫U² 4πr² dr = 4πnC² ∫₀^∞ exp(−2r/λ) dr = 2πnλC².

The rms potential is

C√(2πnλ) = 123.07 × √(2π × 0.100 × 0.566) meV ≈ 73 meV,

about equal to E_F. This is not the typical variation, because narrow, deep wells at the ions dominate it. By the last integral, distances below d contribute the fraction 1 − exp(−2d/λ) of the variance, which is 56% for d = 0.235 nm, the length of one silicon bond. So close to an ion, neither a slowly varying potential nor the dielectric constant of the bulk crystal can be assumed. In the same estimate, the larger distances alone give an rms of nearly 50 meV. Even this is rough. The length λ is shorter than 1/k_F = 1.27 nm, so the potential does not vary slowly on the scale of the electrons. At r = λ the formulas give δn/n = 1.6, too large a change for linear screening.

The rms describes the potential at a point, not the change of the electron states. An electron at the Fermi energy has the wavelength 2π/k_F ≈ 8 nm, much longer than λ, and so averages over many narrow wells. The uniform gas serves here as a reference model, and the effect of the donors on its energies is not calculated.

*Temperature.* The definition of r_s contains no temperature, but the energies above are for absolute zero. At 300 K, kT = 25.9 meV and E_F/kT = 2.9, so the gas is only partly degenerate. With the Fermi function f(E) and a density of states proportional to √E, the chemical potential μ follows from

(3/2) ∫₀^∞ √E f(E) dE = E_F^(3/2).

Solving this numerically gives μ = 65.6 meV. The mean energy, ∫E^(3/2) f dE/∫E^(1/2) f dE, is then 62.4 meV, 40% above the zero-temperature value. Heating also weakens exchange, because it spreads the electrons over more states. The ratio 0.52 therefore holds only for absolute zero, and at 300 K it is clearly smaller.

*Anisotropic mass.* A silicon valley is an ellipsoid with rough masses 0.92 along its axis and 0.19 across it. The sphere that holds as many states has the mass

m_d = (0.92 × 0.19²)^(1/3) = 0.321,

which is the origin of the given 0.32. The mass that governs conduction averages the inverse masses instead:

m_c = 3/(1/0.92 + 2/0.19) = 0.258.

Using it would give r_s = 0.56, about 19% lower. For an anisotropic valley, r_s thus depends on a convention, and the mass used should be stated with it.

With m_d the kinetic energy is right, and exchange needs a correction. In k-space, exchange is a sum of 4πC/q² over pairs of filled states separated by q. Stretching each axis by a factor √(m_i/m_d) turns a sphere into the ellipsoid without changing its volume. A pair separation q′ in the sphere, at an angle with cosine u to the axis, becomes

q² = q′²[a + (b − a)u²], with a = 0.19/m_d and b = 0.92/m_d.

All directions of q′ are equally likely, so exchange is multiplied by

∫₀¹ du/[a + (b − a)u²] = arctan(√((b − a)/a))/√(a(b − a)) = 0.949.

The ellipsoidal shape weakens exchange by about 5%.

*Nonparabolic band.* If the energy obeys E(1 + αE) = ħ²k²/(2M) with a rough α = 0.5 eV⁻¹, the energy at k_F is lowered by a fraction of about αE_F = 0.04. This is small beside the effect of temperature on the mean energy.
